# Solid composition and arriving group-III fluxes in alloy vapour growth

Suppose that an alloy $A_xB_{1-x}V$ is to be grown from two group-III precursors, and the inlet mixture for a desired $x$ must be calculated. A decision comes first: does the ratio of the diffusion coefficients enter, and where? If a transport calculation has already delivered the fluxes at the surface, their ratio gives the composition and a further diffusion factor would be wrong. If only the inlet partial pressures are known, the answer depends on the regime. Where gas transport limits the growth and little of the feed is used up, the factor is needed, and its power depends on the flow. Where the surface reaction is the slow step and equally fast for both species, the factor drops out.

The result to be derived is

$$x=\frac{J_A}{J_A+J_B}\equiv x_J .\tag{1}$$

Here $J_A$ and $J_B$ are the net numbers of group-III atoms delivered per unit area and time; molecules that are reflected do not count. Each precursor molecule carries one metal atom. Group V is in excess, so the group-III supply sets the growth rate. No group-III atom desorbs or is lost to side products. Equation (1) holds in steady growth, or on average over a thick layer, but in general not during the transient that follows a change of flux.

## How diffusion sets the fluxes

Let the precursors be dilute in a carrier gas at uniform temperature $T$, without gas-phase reactions or thermal diffusion. In a cold-wall reactor the temperature gradient is steep and thermal diffusion can alter the flux ratio, so there the inlet formulas below are only a first estimate. Above the surface lies a stagnant film of thickness $\delta$, at whose top the concentrations have their inlet values $c_i=p_i/(k_BT)$. In steady state $D_i\,d^2c/dz^2=0$, so the profile is a straight line from $c_{s,i}$ at the surface to $c_i$ at the top. Counting flux towards the surface as positive,

$$J_i=\frac{D_i(c_i-c_{s,i})}{\delta}.$$

Let the surface consume molecules at the rate $k_ic_{s,i}$, where $k_i$ is a velocity. This rate equals $J_i$, so $c_{s,i}=J_i/k_i$. Inserting this gives $J_i\delta/D_i=c_i-J_i/k_i$, and therefore

$$J_i=\frac{c_i}{\delta/D_i+1/k_i}.\tag{2}$$

The film and the surface act as two resistances in series. If $k_i\gg D_i/\delta$, the surface is a perfect sink and $J_i=D_ip_i/(k_BT\delta)$. In (1) the common factor $1/(k_BT\delta)$ cancels. Dividing numerator and denominator by $D_B(p_A+p_B)$, with $r=D_A/D_B$ and the inlet fraction $y=p_A/(p_A+p_B)$, gives

$$x=\frac{ry}{ry+1-y}.\tag{3}$$

For a target $x$ this is solved for $y$. From $x(ry+1-y)=ry$ follows $x=y(r-rx+x)$, hence

$$y=\frac{x}{x+r(1-x)}.\tag{4}$$

Take round model parameters: $T=900$ K, $p_A=1$ Pa, $p_B=3$ Pa, $D_A=3\times10^{-5}$ and $D_B=4\times10^{-5}$ m²/s, $\delta=5$ mm. Then $y=0.25$, $r=0.75$ and $c_A=8.048\times10^{19}$ m⁻³. The fluxes are

$$J_A=\frac{3\times10^{-5}\times8.048\times10^{19}}{5\times10^{-3}}=4.829\times10^{17}\ \mathrm{m^{-2}s^{-1}}$$

and, in the same way, $J_B=1.9315\times10^{18}$ m⁻²s⁻¹. Their fraction is $x=0.1875/(0.1875+0.75)=0.200$. The solid contains less A than the inlet gas because A diffuses more slowly. With a volume $\Omega=0.045$ nm³ per group-III site, the growth rate $\Omega(J_A+J_B)$ is 0.109 nm/s, or 0.391 µm/h. For a solid with $x=0.25$, equation (4) asks for $y=0.308$.

In the opposite limit, $k_i\ll D_i/\delta$, equation (2) gives $J_i=k_ic_i$. If the two $k_i$ are equal, the diffusion coefficients drop out and $x=y$. In the example $D_i/\delta$ is 6 and 8 mm/s. A common $k$ of $10^{-4}$, $10^{-2}$ and 1 m/s gives $x=0.249$, 0.220 and 0.200. Equation (1) holds in all three cases; what changes is the relation between flux and inlet pressure. Time-dependent diffusion into an initially empty film was tested to settle at the fluxes of (2).

### A developing boundary layer

Equation (3) assumes that both species see the same $\delta$. Consider instead gas flowing over a perfectly consuming floor that begins at $l=0$, where $l$ is the distance downstream. Close to the floor the speed is $\gamma z$, and

$$\gamma z\frac{\partial c}{\partial l}=D\frac{\partial^2c}{\partial z^2}.$$

Diffusion along the flow has been neglected. Try $c=c_0f(\eta)$ with $\eta=qz$ and $q=(\gamma/9Dl)^{1/3}$, where $c_0$ is the inlet concentration. Since $q\propto l^{-1/3}$, $\partial\eta/\partial l=-\eta/(3l)$. With $z=\eta/q$ the equation becomes

$$-\frac{\gamma\eta^2}{3lq}f'=Dq^2f''\quad\Rightarrow\quad f''=-\frac{\gamma}{3Dlq^3}\,\eta^2f'=-3\eta^2f',$$

because $\gamma/(Dlq^3)=9$. One integration gives $f'=Ce^{-\eta^3}$. The conditions $f(0)=0$ and $f(\infty)=1$ require $1/C=\int_0^\infty e^{-\eta^3}d\eta$. With $v=\eta^3$ this integral is $\tfrac13\int_0^\infty v^{-2/3}e^{-v}dv=\tfrac13\Gamma(\tfrac13)=\Gamma(\tfrac43)$. The flux is $D\,\partial c/\partial z$ at the floor:

$$J=\frac{Dc_0}{\Gamma(4/3)}\left(\frac{\gamma}{9Dl}\right)^{1/3}\propto D^{2/3}.\tag{5}$$

The effective film thickness $Dc_0/J$ grows as $D^{1/3}$: the faster species is depleted to a greater height, which cancels part of its advantage. In (3), $r$ is thus replaced by $r^{2/3}=0.825$, and the same inlet gas gives $x=0.2064/(0.2064+0.75)=0.216$ instead of 0.200. The power $2/3$ belongs to a speed proportional to height throughout the depleted layer. Other flows give other powers: about 0.61 to 0.65 in a stagnation flow when the ratio of kinematic viscosity to $D$ lies between 0.7 and 10, and $1/2$ for a uniform speed, which gives $x=0.224$.

This was tested in a channel of height $H$ with a consuming floor, an inert ceiling and a parabolic flow of mean speed $U$, for which $\gamma=6U/H$. The scaled length is $\xi=Dl/(UH^2)$, and $\xi_B$ denotes its value for species B. At $\xi_B=10^{-4}$ the computed flux ratio per unit inlet concentration is 0.826. The computed flux itself differs from (5), relative to (5), by 1.0% at $\xi=10^{-4}$ and 2.1% at $\xi=10^{-3}$. This growth is expected: the first neglected term in the speed is smaller than $\gamma z$ by a factor $z/H$, and the layer height $1/q$ is proportional to $H\xi^{1/3}$.

Neglecting diffusion along the flow requires the layer to be much thinner than its length, $ql\gg1$. Inserting $\gamma$ and $l=\xi UH^2/D$ gives $ql=(2/3)^{1/3}(UH/D)\,\xi^{2/3}$, so the condition is $(UH/D)\,\xi^{2/3}\gg1$. It fails close enough to the leading edge. At $\xi=10^{-4}$, $ql$ reaches 1 only for $UH/D\approx530$. With $U=0.1$ m/s, $H=2$ cm and the $D_B$ of the example, $UH/D=50$, this point lies 0.1 mm from the edge and $ql\approx0.09$; there the flux exceeds (5) and the power of $D$ is roughly 0.73. The channel calculation also omits diffusion along the flow, so its values at $\xi_B=10^{-4}$ apply only to fast flow.

## First derivation: kinetics of the surface store

Arriving atoms stay for a while on the growing surface before they are buried. Let $n_i$ be their number per area and $R_i$ their rate of incorporation. Without desorption,

$$\frac{dn_i}{dt}=J_i-R_i.\tag{6}$$

To describe segregation, let the total incorporation rate be $N/\tau$, with $N=n_A+n_B$ and a residence time $\tau$. Let the solid formed at each moment obey

$$\frac{x}{1-x}=\frac{n_A}{s\,n_B}.\tag{7}$$

For $s>1$ species A prefers to stay on the surface. Then $R_A=xN/\tau$ and $R_B=(1-x)N/\tau$.

Adding (6) for both species, with $J=J_A+J_B$, gives $dN/dt=J-N/\tau$. Hence $N$ relaxes exponentially to $J\tau$. In steady state, (6) for A reads $J_A=xN/\tau=xJ$, which is (1). The segregation factor has dropped out.

It remains to show that this state is reached. Let $\theta=n_A/N$ be the surface share of A. Solving (7) for $x$ gives

$$x(\theta)=\frac{\theta}{\theta+s(1-\theta)},\qquad \frac{dx}{d\theta}=\frac{s}{[\theta+s(1-\theta)]^2}>0.$$

The quotient rule and (6) give

$$\frac{d\theta}{dt}=\frac{1}{N}\frac{dn_A}{dt}-\frac{\theta}{N}\frac{dN}{dt}
=\frac{J_A-xN/\tau}{N}-\theta\,\frac{J-N/\tau}{N}.$$

Once $N=J\tau$, the last term vanishes and

$$\frac{d\theta}{dt}=\frac{x_J-x(\theta)}{\tau}.\tag{8}$$

If $x<x_J$, $\theta$ rises and so does $x$; if $x>x_J$, both fall. As $x(\theta)$ increases from 0 to 1, there is one steady state, and it is stable. Before $N$ has settled, (8) has the extra term $(J/N-1/\tau)(x_J-\theta)$, which dies out exponentially and does not alter the final state.

Segregation therefore changes the surface, not the steady solid. From (7), $\theta/(1-\theta)=sx/(1-x)$, so

$$\theta=\frac{sx}{sx+1-x}.$$

With $s=10$ and $\tau=0.5$ s the example gives $\theta=2/(2+0.8)=0.714$: the surface store is 71% A while the solid being formed contains 20% A. The surface must be this rich in A before the reluctant species is buried as fast as it arrives.

Building up the store takes time. Let A be switched on at $t=0$ over a surface in steady growth of pure $BV$, where $n_B=J_B\tau=0.966\times10^{18}$ m⁻². After 0.5 s at most $J_At=0.241\times10^{18}$ m⁻² of A has collected. Taking this value and leaving $n_B$ unchanged, (7) estimates $x\approx0.241/(0.241+9.66)=0.024$. Integration of the rate equations gives 0.025. The composition is 0.122 after 2 s and 0.199 after 5 s, which is ten residence times. During the transient, (1) is wrong for the solid being formed, although nothing desorbs.

## Second derivation: counting atoms

The second route uses no law of incorporation. Integrate (6) from 0 to $t$ at constant fluxes. The number of $i$ atoms buried per area is

$$M_i=\int_0^tR_i\,dt'=J_it-\Delta n_i,$$

where $\Delta n_i$ is the change of the surface store. The mean composition of the layer is

$$\bar x=\frac{M_A}{M_A+M_B}=\frac{J_At-\Delta n_A}{Jt-\Delta n_A-\Delta n_B}.\tag{9}$$

Subtract $x_J$ and put both terms over the common denominator $M=M_A+M_B$. The terms in $t$ cancel because $J_A=x_JJ$, leaving

$$\bar x-x_J=\frac{x_J\,\Delta n_B-(1-x_J)\,\Delta n_A}{M}.\tag{10}$$

Suppose that each store stays between 0 and some $n_{\max}$. Then $|\Delta n_i|\le n_{\max}$, and since the two weights in the numerator add to one,

$$|\bar x-x_J|\le\frac{n_{\max}}{M}.$$

The right side falls as the layer thickens, so $\bar x\to x_J$. If the solid also settles to a uniform composition, that composition must be $x_J$, since any other value would eventually show in the mean. This is (1) again.

In the example, 60 s of growth delivers $J_At=28.97\times10^{18}$ and $Jt=144.86\times10^{18}$ m⁻². The store of A has grown by $0.862\times10^{18}$ m⁻². That of B has changed from $0.966\times10^{18}$ to $0.345\times10^{18}$ m⁻², a fall of $0.621\times10^{18}$ m⁻². Equation (9) gives

$$\bar x=\frac{28.97-0.862}{144.86-0.862+0.621}=0.1944.$$

Direct integration of the incorporation rates was tested to agree with this. The solid being formed has long since reached 0.200, but the mean still carries the A atoms missing from the first part of the layer.

### Counting along a reactor

The same bookkeeping can be done in space. Let fractions $\phi_A$ and $\phi_B$ of the two feeds be deposited between the inlet and some point of the channel. The feeds enter in the ratio $y:(1-y)$, so the accumulated deposit has the composition

$$X=\frac{y\phi_A}{y\phi_A+(1-y)\phi_B}.\tag{11}$$

If the channel is so long that both feeds are used up, $\phi_A=\phi_B=1$ and $X=y$, whatever the diffusion coefficients. "Fully consumed" thus has two meanings. Consumption of every molecule that reaches the surface leads, while little of the feed has been used, to (3) for a stagnant film or to its two-thirds version for a concentration layer developing in linear shear flow. Consumption of the whole feed along the reactor fixes the total deposit at the inlet fraction.

Diffusion then decides where each species lands. Diffusion along the flow is again neglected, which over the full channel height requires $UH/D\gg1$. In the scaled length the channel equation is then the same for both species, so far downstream both concentrations have the same vertical profile and decay as $e^{-\lambda\xi}$ with the same $\lambda$. Let $c_{\mathrm{mix}}$ be the flow-averaged concentration. What the gas loses is deposited, so

$$J=-UH\frac{dc_{\mathrm{mix}}}{dl}=UH\,\lambda\,\frac{D}{UH^2}\,c_{\mathrm{mix}}=\frac{\lambda D}{H}\,c_{\mathrm{mix}}.$$

The channel calculation gives $\lambda=2.43$ for both species. The first power of $D$ has returned, but it now multiplies the local concentration. Since $\xi_A=r\xi_B$, the flux ratio $J_A/J_B$ grows downstream as $e^{\lambda(1-r)\xi_B}$: the slower species A survives longer in the gas.

For the inlet gas with $y=0.25$ the channel gives:

| $\xi_B$ | local $x$ | accumulated $X$ | share of B used |
|---|---|---|---|
| $10^{-4}$ | 0.216 | 0.216 | 0.003 |
| 0.1 | 0.219 | 0.217 | 0.292 |
| 1 | 0.315 | 0.236 | 0.921 |

At $\xi_B=8$ both feeds are used up to the digits printed, and the total deposit has $X=0.250$. The inlet fraction is recovered as an average over a strongly non-uniform deposit. At each point (1) still holds with the local fluxes.

## What each derivation assumes

Both derivations rest on conservation of group-III atoms at the surface, and both assume that none are lost. Neither uses any relation between $D_A$ and $D_B$, because the diffusion coefficients have done their work once the fluxes are given.

The kinetic derivation yields the composition of the solid being formed at each moment. Besides the absence of loss, the step $R_i=J_i$ needs only a steady store. The incorporation law (7) and the single residence time serve to show that the steady state exists, is stable, and is reached within a certain time. Those statements belong to this model; another incorporation law could give another transient.

The counting derivation needs neither an incorporation law nor a steady state. It needs only that the change of the store becomes negligible beside the number of atoms buried, which a bounded store ensures as the layer thickens. It also covers varying fluxes if $J_it$ is replaced by the accumulated dose. In return it gives a mean, and says nothing about the profile within the layer. For a thick uniform layer that is enough; for a thin layer or an abrupt interface the kinetics are needed.

A store that keeps taking a finite share of the supply, for instance metal collecting steadily in droplets, defeats both arguments. If the stores grow at steady rates $a_i$, (9) tends to $(J_A-a_A)/(J-a_A-a_B)$, which in general differs from $x_J$.

Desorption acts in the same way. With a desorption rate $E_i$, (6) becomes $dn_i/dt=J_i-R_i-E_i$, and the steady composition is

$$x=\frac{J_A-E_A}{J_A+J_B-E_A-E_B}.\tag{12}$$

Let A alone desorb, at the rate $0.2\ \mathrm{s^{-1}}\times n_A$. In the example 29.9% of the arriving A is then lost, and

$$x=\frac{0.4829\times0.701}{0.4829\times0.701+1.9315}=0.149$$

instead of 0.200. Segregation now matters even in steady state, because a larger surface store of A loses more A.

With steady surface stores and no other loss, absence of desorption is sufficient for (1), but not necessary. If both species lose the same fraction $g$ of their fluxes, the factor $1-g$ cancels in (12). Equal desorption constants produce this when $s=1$: then $x=\theta$ by (7), so both losses and incorporation are shared in the ratio $n_A:n_B$, and this must be the ratio of arrival. The rate equations were tested to give $x=0.200$ in this case. For $s\ne1$ equal constants do not suffice, since the losses follow $n_A/n_B=sx/(1-x)$ while incorporation follows $x/(1-x)$.

The values quoted here can be compared with the numerical output.

## Table of computed values

```
temperature = 900 K
partial pressures A, B = 1.0, 3.0 Pa
diffusion coefficients A, B = 3.0e-05, 4.0e-05 m^2/s
film thickness = 5.0 mm
volume per group-III site = 0.045 nm^3
ratio r = D_A/D_B = 0.7500
inlet fraction y = 0.2500
concentrations A, B = 8.0477e+19, 2.4143e+20 m^-3
fluxes A, B = 4.8286e+17, 1.9315e+18 m^-2 s^-1
growth rate = 0.1086 nm/s = 0.3911 um/h
film composition x, formula = 0.200000
film composition x, diffusion run = 0.200000
D/delta for A, B = 6.00e-03, 8.00e-03 m/s
x at surface velocity k = 1e-04 m/s: 0.24923
x at surface velocity k = 1e-02 m/s: 0.21951
x at surface velocity k = 1e+00 m/s: 0.20032
inlet fraction needed for x = 0.25: 0.30769
segregation factor s = 10, residence time = 0.5 s
solid x at 0.5 s after switching on A: 0.02498
solid x at 1.0 s after switching on A: 0.05360
solid x at 2.0 s after switching on A: 0.12187
solid x at 5.0 s after switching on A: 0.19864
solid x at 60 s = 0.200000
steady surface share of A = 0.71429
steady surface store A, B = 0.8623, 0.3449 1e18 m^-2
mean x of layer after 60 s, run = 0.194372
mean x of layer after 60 s, formula = 0.194372
desorption rate constant = 0.2 1/s
steady x, only A desorbs, s = 10: 0.14907
share of arriving A lost in that run = 0.29925
steady x, equal desorption constants, s = 1: 0.200000
r^(2/3) = 0.82548
channel flux ratio per inlet conc., xi_B=1e-4: 0.82623
entrance-law flux error at xi=1e-4, 1e-3: 0.97, 2.14 %
entrance composition from r^(2/3) = 0.21579
xi_B = 1e-04: local x = 0.21594, accumulated x = 0.21590, B used = 0.0031
xi_B = 1e-02: local x = 0.21666, accumulated x = 0.21633, B used = 0.0660
xi_B = 1e-01: local x = 0.21883, accumulated x = 0.21736, B used = 0.2919
xi_B = 1e+00: local x = 0.31460, accumulated x = 0.23634, B used = 0.9212
downstream Sh for A, B = 2.4304, 2.4304
captured shares A, B at xi_B = 8: 1.00000, 1.00000
total deposit composition = 0.250000
```
